# Van der Pauw's equation on a copper film with a hole

**The argument under comment**

A copper film, 50 nm thick, covers a disc of radius 10 mm on oxidized silicon. A round hole of radius 2 mm lies at its centre. Four small contacts A, B, C, D sit on the outer edge, in this order and 90° apart. With \(I\) the current, two resistances are read:

\[
R_A=\frac{V_D-V_C}{I}\ \text{(in at A, out at B)},\qquad
R_B=\frac{V_A-V_D}{I}\ \text{(in at B, out at C)} .
\]

Both are 135.84 mΩ. The argument then runs: "Van der Pauw's equation

\[
e^{-\pi R_A/R_s}+e^{-\pi R_B/R_s}=1 \tag{1}
\]

holds for a film of any shape, provided that its conductivity is uniform and its contacts lie on the edge. Both conditions are met. The sheet resistance is therefore \(R_s=\pi R_A/\ln2=0.6157\) Ω/sq, and multiplication by the thickness gives a resistivity of 3.08 µΩ cm."

The arithmetic is right. The question is whether the two stated conditions are enough for equation (1).

**What the derivation of equation (1) uses**

Let the film be thin, isotropic and uniform, with point contacts and diffusive conduction. Current conservation and Ohm's law give \(\nabla^2V=0\), with no normal current at free edges.

Take first a half-plane with contacts on its straight edge. A current \(I\) entering at one contact spreads over half-circles of length \(\pi r\), so the field is \(R_sI/(\pi r)\) and \(V=-(R_sI/\pi)\ln r\) up to a constant. Adding the source at A and the sink at B, with \(|XY|\) the distance between two contacts,

\[
R_A=\frac{R_s}{\pi}\left(-\ln|DA|+\ln|DB|+\ln|CA|-\ln|CB|\right).
\]

Treating \(R_B\) in the same way gives

\[
e^{-\pi R_A/R_s}=\frac{|DA||BC|}{|AC||BD|},\qquad
e^{-\pi R_B/R_s}=\frac{|AB||CD|}{|AC||BD|}.
\]

Write \(|AB|=u\), \(|BC|=v\), \(|CD|=w\). The numerators add to \((u+v+w)v+uw=(u+v)(v+w)\), which is the common denominator. This proves (1) for the half-plane.

A conformal map preserves Laplace's equation, insulating edges and total currents, so it preserves both resistances. Every simply connected film, meaning one without interior holes, can be mapped to the half-plane. An annulus cannot, because a one-to-one continuous map keeps the hole. The argument has dropped this third condition. A gap in a proof does not yet make its result false, however, so the annulus must be solved.

**The annulus**

Measure lengths in units of the disc radius. Let \(\rho\) be the hole radius and \(q=\rho^2\), which is also the hole's share of the disc area. Let \(I\) enter at angle 0 on the outer edge and leave uniformly around that edge; the uniform part cancels when a source and a sink are combined. The inward current per unit length is

\[
\frac1{R_s}\frac{\partial V}{\partial r}\bigg|_{r=1}
=I\left[\delta(\theta)-\frac1{2\pi}\right]=\frac I\pi\sum_{n\ge1}\cos n\theta .
\]

The solutions with no radial current at \(r=\rho\) are

\[
V=\sum_{n\ge1}A_n\left(r^n+\rho^{2n}r^{-n}\right)\cos n\theta .
\]

The condition at \(r=1\) gives \(nA_n(1-q^n)=R_sI/\pi\). On the outer edge, therefore, \(V=R_sI\,G(\theta)\) with

\[
G(\theta)=\frac1\pi\sum_{n\ge1}\frac1n\,\frac{1+q^n}{1-q^n}\cos n\theta .
\]

Now expand \((1+q^n)/(1-q^n)=1+2\sum_{k\ge1}q^{kn}\) and use \(\sum_n x^n\cos(n\theta)/n=-\tfrac12\ln(1-2x\cos\theta+x^2)\). The term with \(x=1\) gives the first logarithm below:

\[
\pi G(\theta)=-\ln\left|2\sin\tfrac\theta2\right|
-\sum_{k\ge1}\ln\left(1-2q^k\cos\theta+q^{2k}\right). \tag{2}
\]

For any contact angles, with \(G_{XY}\) taken at the angle between X and Y,

\[
R_A=R_s\left(G_{DA}-G_{DB}-G_{CA}+G_{CB}\right). \tag{3}
\]

With contacts 90° apart this is \(2R_s[G(90^\circ)-G(180^\circ)]\). From (2),

\[
\pi G(90^\circ)=-\tfrac12\ln2-\sum_k\ln(1+q^{2k}),\qquad
\pi G(180^\circ)=-\ln2-2\sum_k\ln(1+q^k).
\]

Hence

\[
R_A=R_B=\frac{R_s}{\pi}\left[\ln2+2\sum_{k\ge1}\ln\frac{(1+q^k)^2}{1+q^{2k}}\right].
\]

Equation (1) turns equal readings into the extracted value \(R_{\rm ext}=\pi R_A/\ln2\), so

\[
\frac{R_{\rm ext}}{R_s}=1+\frac2{\ln2}\sum_{k\ge1}\ln\frac{(1+q^k)^2}{1+q^{2k}} . \tag{4}
\]

Since \((1+x)^2>1+x^2\) for \(x>0\), every term is positive. In this geometry the extracted value is too high for every hole size.

The readings quoted at the start were computed for a film with \(R_s=0.5000\) Ω/sq, that is, 2.50 µΩ cm. Without the hole, each would have been \(R_s\ln2/\pi=110.32\) mΩ. At the true \(R_s\), the left side of (1) is \(2\exp(-\pi\times0.13584/0.5000)=0.852\), not 1. The extracted 0.6157 Ω/sq is 23.1% above the true value, although the hole takes 4.0% of the disc area. Solving Laplace's equation on a finite-volume grid, which is a network of resistors, gives an excess of 23.16% with 120 angular cells and 23.14% with 240; the series (4) gives 23.13%.

**Small holes and narrow rings**

For small \(q\), the first term of the sum in (4) is \(2q\) to leading order, so the relative excess is \(4\rho^2/\ln2\), about 5.8 times the missing area fraction.

| \(\rho\) | excess from (4) | \(4\rho^2/\ln2\) |
|---|---|---|
| 0.05 | 1.44% | 1.44% |
| 0.10 | 5.77% | 5.77% |
| 0.20 | 23.13% | 23.08% |
| 0.30 | 52.50% | 51.94% |
| 0.50 | 157.01% | 144.27% |

In the opposite limit the film is a narrow ring. An arc of angle \(\phi\) has resistance \(\phi R_s/\ln(1/\rho)\), because the field at radius \(r\) is the arc voltage divided by \(\phi r\). Current from A to B divides between a quarter and three quarters of the ring. To leading order, with spreading at the contacts neglected, \(I/4\) takes the long way through D and C. Thus

\[
R_A\simeq\frac14\,\frac{\pi}{2}\,\frac{R_s}{\ln(1/\rho)}=\frac{\pi R_s}{8\ln(1/\rho)} .
\]

This grows without bound as \(\rho\to1\), and \(R_{\rm ext}/R_s\) grows with it.

**Other contact positions**

Let \(S\) denote the left side of (1) at the true \(R_s\). Put the contacts at angles \(\alpha<\beta<\gamma<\delta\), within one turn, with unit vectors \(\mathbf e_A,\dots,\mathbf e_D\); \(|XY|\) is now a chord of the unit circle. To first order in \(q\), (2) reads \(\pi G=-\ln|XY|+2q\cos\theta\). Equation (3) and its counterpart for \(R_B\) then give

\[
S=w_A(1-2q\kappa_A)+w_B(1-2q\kappa_B),
\]

\[
w_A=\frac{|DA||BC|}{|AC||BD|},\qquad w_B=\frac{|AB||CD|}{|AC||BD|},
\]

\[
\kappa_A=(\mathbf e_D-\mathbf e_C)\cdot(\mathbf e_A-\mathbf e_B),\qquad
\kappa_B=(\mathbf e_A-\mathbf e_D)\cdot(\mathbf e_B-\mathbf e_C).
\]

The disc without a hole obeys (1), so \(w_A+w_B=1\). The difference of two unit vectors at angles \(x<y\) is their chord times \((\sin m,-\cos m)\), where \(m=(x+y)/2\). Therefore

\[
\kappa_A=-|AB||CD|\cos\frac{\gamma+\delta-\alpha-\beta}2,\qquad
\kappa_B=|DA||BC|\cos\frac{\beta+\gamma-\alpha-\delta}2 .
\]

Set \(X=(\gamma-\alpha)/2\), \(Y=(\delta-\beta)/2\) and \(P=|AB||BC||CD||DA|\). Then

\[
w_A\kappa_A+w_B\kappa_B=\frac{P\,[\cos(X-Y)-\cos(X+Y)]}{|AC||BD|}
=\frac{2P\sin X\sin Y}{|AC||BD|}=\frac P2,
\]

because \(|AC|=2\sin X\) and \(|BD|=2\sin Y\). The result is

\[
1-S=\rho^2\,|AB||BC||CD||DA| . \tag{5}
\]

So \(S<1\) to leading order for any four distinct contacts. The left side of (1) rises with the trial value of \(R_s\), hence the root lies above the true value. With \(x_i=\pi R_i/R_s\), expanding about the true value gives a relative excess \((1-S)/\sum_i x_ie^{-x_i}\). For the square arrangement \(P=4\) and \(x_i=\ln2\), which returns \(4\rho^2/\ln2\).

For larger holes I have no general proof of the sign. In 1500 random cases evaluated from (2), with \(\rho\) between 0.05 and 0.9 and contacts at least 0.1 rad apart, the largest \(S\) was 0.99985.

**Other hole positions**

Let a small hole of radius \(a\) be centred at the complex position \(p\) in the unit disc, with contacts at \(z_i\). The map \(w=(z-p)/(1-\bar pz)\) carries the disc to itself and \(p\) to the centre. Its scale factor at \(p\) is \(1/(1-|p|^2)\), so the hole radius becomes \(a/(1-|p|^2)\) to leading order. Chords transform as

\[
|w_i-w_j|=\frac{|z_i-z_j|\,(1-|p|^2)}{|z_i-p||z_j-p|},
\]

where \(|1-\bar pz_i|=|z_i-p|\) on the unit circle. Each contact belongs to two sides, so (5) becomes

\[
1-S=a^2(1-|p|^2)^2\,\frac{|AB||BC||CD||DA|}{\prod_i|z_i-p|^2}.
\]

For square contacts the denominator is \(|1-p^4|^2\). With \(|p|=s\), a hole displaced toward a contact gives \(4a^2/(1+s^2)^2\). One displaced toward the middle of a free edge gives \(4a^2(1-s^2)^2/(1+s^4)^2\), which vanishes as \(s\to1\). These laws require a hole much smaller than its distance from the edge.

The 2 mm hole centred 7 mm from the disc centre does not meet that condition. I solved this case by a multipole expansion about the hole, with mirror terms that keep the outer edge insulating. The excess is 10.8% toward a contact and 3.9% toward a free edge. The small-hole laws, divided by \(\ln2\), still give 10.4% and 3.9% here.

**Is the missing area to blame?**

Cut the original annulus from the hole to the outer edge, close to midway between D and A, with a slit of zero width. No further area is removed, but the film is now simply connected and the derivation of (1) applies. The finite-volume solution with 240 angular cells gives \(R_A=6.89\) mΩ and \(R_B=503.16\) mΩ. The last digit of \(R_B\) is uncertain by grid error. Equation (1) then returns 0.5001 Ω/sq, the true value to within the grid error. The fault lies in the closed path around the hole, not in the lost metal.

The two readings change for a simple reason. The slit blocks the long path from A to B, so little voltage appears between D and C. When current runs from B to C, it must cross the quarter ring between them, although some of it spreads a little way past the contacts before turning back. A and D lie on the two dead ends, so they read roughly the drop along that quarter, for which the arc formula above gives \((\pi/2)R_s/\ln5=0.49\) Ω. The steep voltage drop close to the contacts B and C is largely left out of this reading.

**What two consistency checks miss**

Exchanging the current and voltage pairs leaves (3) unchanged, because \(G\) is even; the agreement survives the hole. Nor can the fit to (1) object: its left side rises continuously from 0 to 2 as \(R_s\) increases, so any two positive readings yield a root.

Moving the contacts can expose the fault. On the same annulus, contacts at 0°, 60°, 150° and 270° give 0.6015 Ω/sq, while contacts at 0°, 20°, 40° and 60° give 0.5018 Ω/sq. The close group is nearly right because three sides in (5) are short.

**The real film**

The 2.5 µΩ cm is a rough value for copper this thin, and a 2 mm hole is a large defect. For a central hole and square contacts on this disc, a 1% excess is reached at a hole radius of 0.42 mm. The other idealizations matter less here:

- Equipotential contacts 0.5 mm wide lower the extracted value by 0.04%, relative to point contacts.
- A film whose thickness falls with the square of the radius, by 3% from centre to edge, raises it by about 1% relative to a uniform film of the central thickness, if the resistivity is held fixed; relative to the mean thickness the shift is about −0.6%. If the excess resistivity over bulk scales as the inverse thickness, the 1% becomes about 1.3%. Of the effects sized here, this departure from uniformity is the largest.
- A 1 K temperature error changes it by about 0.3%. Bulk copper, near 1.7 µΩ cm, has a temperature coefficient of about 0.004 per kelvin. The excess resistivity of a thin film is nearly independent of temperature, which lowers the coefficient to about \(0.004\times1.7/2.5\approx0.0027\) per kelvin.
- The free-electron mean free path for this resistivity is about 26 nm, far below the hole radius, so diffusive conduction in the plane is a sound assumption. It is about half the film thickness, however, so the resistivity itself depends on thickness.

The reported 3.08 µΩ cm therefore cannot stand as a material property. Read as one, it would invite a search for extra electron scattering that this film does not have. The claim should be restricted to films without interior holes, or, for a concentric hole of known radius as here, the readings should be analysed with (2) and (3).
